Why continuing Σ resolves sharper bands than continuing G

**Question.** A GW calculation on the imaginary energy axis gives a self-energy Σ(iy), and Dyson's equation turns it into a Green's function G(iy). A spectrum requires real energies. One can continue Σ and then solve Dyson's equation, or solve Dyson's equation first and continue G. The data are the same. Why can the first order show two separate bands where the second shows one broad hump?

**Answer.**

**What each route has to discover**

Let energies be measured from the chemical potential, at zero temperature. For band k,

G_k(z) = 1/[z − ε_k − Σ(z)],  Im z > 0,

where ε_k contains every static part of the self-energy. Physical real energies are approached from above. Σ is taken to be one scalar function for all bands, and the spectral function is A(x) = −Im G(x)/π with G = Σ_k G_k (here Σ_k denotes a sum over bands).

With perfect data the order does not matter. Suppose Σ is analytic in the upper half-plane and Im Σ ≤ 0 there. Then Im[z − ε_k − Σ(z)] ≥ Im z > 0, so the denominator has no zero and G_k is analytic too. A function analytic in that region is fixed by its values on the imaginary half-axis, so both routes must give the same G.

The difference appears when the data have a finite error and the continuation assumes no special functional form. Such a continuation returns a blurred version of whatever it is given. A sharp band peak in G comes from a near-cancellation: x − ε_k − Re Σ(x) passes through zero while Im Σ(x) is small. The term x − ε_k is known without any continuation. If Σ is continued, this term is inserted afterwards at real energies, and the cancellation is restored. If G is continued, the known term has been buried in the data, and the continuation must rediscover its consequences. The blur then acts on the peak itself.

**How much is blurred**

To measure the blur, consider an error that the data can barely detect. Choose a real energy x₀ > 0, an amplitude a and a number s > 0, and define

r(z) = a h(z) (z/x₀)^{is},  h(z) = 2x₀²/(z + ix₀)².

This function is analytic in the upper half-plane and falls off as 1/z², so it can be added to a candidate G or Σ without spoiling its analyticity or its leading 1/z tail. At z = x₀ the denominator is x₀²(1 + i)² = 2ix₀². Hence |h(x₀)| = 1 and |r(x₀)| = a.

On the imaginary axis, ln(iy/x₀) = ln(y/x₀) + iπ/2, which gives

(iy/x₀)^{is} = e^{is ln(y/x₀)} e^{−πs/2}.

Also |h(iy)| = 2x₀²/(y + x₀)² ≤ 2. Therefore

|r(iy)| ≤ 2a e^{−πs/2}.

On the real axis the factor (x/x₀)^{is} has the phase s ln(x/x₀), whose slope at x₀ is s/x₀. The phase of h adds 1/x₀ to this slope, which is neglected here because s is large in the cases of interest. Near x₀ the function is thus a ripple with wave number t ≈ s/x₀ and period

λ = 2π/t = 2πx₀/s.

A short period means a large s and an exponentially small trace in the data. If the data error is η, the ripple is lost once a e^{−πs/2} is about η, leaving aside factors of order one. This gives

s_max ≈ (2/π) ln(a/η),  λ_min ≈ π²x₀/ln(a/η).

Two consequences follow. The finest visible period grows in proportion to the distance from the chemical potential, apart from the logarithm. Better data help only through that logarithm: squaring a/η halves λ_min. Energies below the chemical potential behave in the same way, with |x₀| in place of x₀, by reflection in the imaginary axis.

This estimate concerns a continuation that accepts any analytic function. A requirement that A be positive excludes some ripples, and a prescribed functional form excludes many more. It is therefore not a proof that G can never be continued sharply.

**Why a peak suffers and a smooth Σ does not**

A single peak at energy E with half-width Γ can be written as a sum of waves:

1/(z − E + iΓ) = −i ∫₀^∞ dt e^{it(z−E)} e^{−Γt}.

The integral converges because Im z + Γ > 0, and carrying it out returns the left side. The wave with number t has weight e^{−Γt}. If waves beyond T = s_max/x₀, with x₀ = |E|, are lost, the fraction of the height that survives at z = E is

Γ ∫₀^T dt e^{−Γt} = 1 − e^{−ΓT}.

A narrow peak has ΓT ≪ 1 and keeps only about ΓT of its height. A structure with ΓT ≫ 1 keeps nearly all of it. Here "smooth" therefore means that the poles of Σ, continued below the real axis, lie at a depth much larger than 1/T, with T = s_max/|E| taken at the energy E of each pole. It does not mean that Σ is small. The sharp cut at T is an estimate, since a real fitting method has a gradual cut.

**What an error in Σ does after Dyson's equation**

Let the continued self-energy be Σ̃ = Σ + δΣ, and let G̃_k be the resulting Green's function. With D = z − ε_k − Σ,

G̃_k − G_k = 1/(D − δΣ) − 1/D = δΣ/[D(D − δΣ)] = G_k G̃_k δΣ.

On the real axis, let |δΣ| ≤ d and |Im Σ| ≥ m over the energy window of interest, with d < m. Since x − ε_k is real, |G̃_k| ≤ 1/|Im Σ̃| ≤ 1/(m − d), so

|G̃_k − G_k|/|G_k| = |G̃_k| |δΣ| ≤ d/(m − d).

The error in Σ must thus be small compared with |Im Σ| if this bound is to guarantee the line shape.

The position of a peak is less demanding. The quasiparticle pole obeys z_k = ε_k + Σ(z_k). After the change, to first order,

z_k + δz_k = ε_k + Σ(z_k) + Σ′(z_k)δz_k + δΣ(z_k).

Subtracting the unperturbed equation and collecting δz_k gives

δz_k = Z_k δΣ(z_k),  Z_k = 1/[1 − Σ′(z_k)].

Two bands remain distinct if these shifts and the peak widths are small compared with their separation. When Im Σ becomes very small, as it does near the chemical potential of a Fermi liquid, a useful peak position can therefore survive although the continued width is unreliable. If the error gives Im Σ̃ the wrong sign, the spectrum even becomes negative there.

Because Σ is independent of k, one continuation serves every band. The same holds for a continuous band with density of states D₀(ε):

G_loc(z) = ∫ dε D₀(ε)/[z − ε − Σ(z)].

An edge of D₀ enters through the known ε and is broadened by |Im Σ|, not by a continuation of G_loc. A k-dependent Σ_k would need a separate continuation for each k, but the argument for each one would be unchanged.

**A model with two bands**

Take ε₁ = 2.0 eV, ε₂ = 2.5 eV and

Σ(z) = (g²/2)[1/(z − Ω + iγ) + 1/(z + Ω + iγ)],

with g² = 1 eV², Ω = 6 eV and γ = 3 eV. These are round model parameters. Both poles of Σ lie 3 eV below the real axis. Im Σ does not vanish at the chemical potential, so this is not a Fermi-liquid self-energy, but the resolution argument does not use that property.

At 2.0 eV, in eV,

Σ = ½[1/(−4 + 3i) + 1/(8 + 3i)] ≈ −0.025 − 0.081i.

The first pole should therefore lie near 1.975 − 0.08i eV. The solved poles have energies 1.974 and 2.469 eV and half-widths 0.079 and 0.088 eV, with Re Z ≈ 0.99 for both. The exact spectrum has two peaks 0.494 eV apart.

Σ is sampled at 80 imaginary energies between 0.02 and 200 eV, with an rms error of 10⁻⁶ eV. The G data are computed from these same noisy values. One should check that this does not put G at a disadvantage. With u = y + γ,

Σ(iy) = (g²/2)[1/(iu − Ω) + 1/(iu + Ω)] = −ig²u/(u² + Ω²).

This is purely imaginary, so the denominator of G_k(iy) has real part −ε_k and |G_k(iy)| ≤ 1/ε_k. To first order the noise in G is (G₁² + G₂²)δΣ, and

|G₁² + G₂²| ≤ 1/2.0² + 1/2.5² = 0.41 eV⁻².

Relative errors make the comparison independent of units. G₁ and G₂ both have negative real and imaginary parts, so |G₁ + G₂|² ≥ |G₁|² + |G₂|². The relative noise in G is then at most |G₁ + G₂| |δΣ| ≤ (0.9 eV⁻¹)|δΣ|. For Σ, u/(u² + Ω²) is largest at u = Ω, so |Σ(iy)| ≤ g²/(2Ω) = 1/12 eV and the relative noise is at least (12 eV⁻¹)|δΣ|. The G data are relatively cleaner.

**What resolution to expect**

For G, take a = 13.07 eV⁻¹, its largest size on the real axis, and η = 2.74 × 10⁻⁷ eV⁻¹, the rms noise in its data. Then ln(a/η) ≈ 17.7, and at x₀ = 2.25 eV

λ_min ≈ π² × 2.25/17.7 ≈ 1.26 eV.

This is about 2.5 times the peak separation. A ripple whose period equals the separation has s = 2π × 2.25/0.494 ≈ 28.6, and its trace is reduced by e^{−πs/2} ≈ 3 × 10⁻²⁰. Seeing it without further knowledge would need an error in G of order 13 × 3 × 10⁻²⁰ ≈ 4 × 10⁻¹⁹ eV⁻¹.

The corresponding cut at 2.25 eV is T = 2π/λ_min ≈ 5.0 eV⁻¹. At the first band peak, 1.974 eV, it is 5.0 × 2.25/1.974 ≈ 5.7 eV⁻¹, so this peak keeps a fraction 1 − e^{−0.079×5.7} ≈ 0.36 of its height. For Σ, take a = 0.074 eV, the smallest |Im Σ| between 1.5 and 3.0 eV, and η = 10⁻⁶ eV. Then ln(a/η) ≈ 11.2 and s_max ≈ 2 × 11.2/π ≈ 7.1, lower than the 2 × 17.7/π ≈ 11.3 found for G. The poles of Σ lie at ±6 eV, so the cut to apply to them is T ≈ 7.1/6 ≈ 1.2 eV⁻¹, and the weight left beyond it is e^{−3×1.2} ≈ 0.03, against 0.64 for the first band peak. Each pole has height g²/(2γ) ≈ 0.17 eV, so about 5 meV is lost. Because |(x/x₀)^{is}| = 1 for every x > 0, the lost ripples are not confined to 6 eV, and an error of a few meV is to be expected between 1.5 and 3.0 eV as well. The advantage comes from the smoothness of Σ, not from better data.

The hidden ripple can be tested separately. For s = 6 its size is 1 at x₀, while at ix₀, where |h| = ½, it should be ½e^{−3π} ≈ 4.0 × 10⁻⁵. A dispersion integral over its real-axis spectral density gives the same value. When noisy ripple data are continued, the largest error between 1.5 and 3.0 eV is 0.6% of the ripple's largest size for s = 2, but 100% for s = 14. The second ripple leaves a trace far below the noise.

**The two continuations**

Both functions are expanded in

φ_n(z) = √(L/π) (z − iL)ⁿ/(z + iL)ⁿ⁺¹,  L = 2 eV,  n = 0, …, 499.

These functions are analytic in the upper half-plane and orthonormal on the real axis. They can represent the exact sharp G with an error of 2.5 × 10⁻⁸ of its largest size, so the basis itself does not forbid narrow peaks. The coefficients are found by a least-squares fit that keeps only the strongest singular components, up to 25. The rule is to stop when the rms residual is within 1.1 times the noise.

For the first noise sample, the spectral functions in eV⁻¹ are:

At 1.974 eV: exact 4.07, Σ route 3.88, G route 1.60.
At 2.220 eV: exact 0.77, Σ route 0.74, G route 1.64.
At 2.468 eV: exact 3.71, Σ route 4.06, G route 1.40.

The Σ route retains the deep minimum. The G route has more weight midway than at the first or second peak position, and its hump has a full width of 1.23 eV, compared with 0.17 eV for the highest exact peak. Over twenty noise samples, the midpoint value divided by the mean of the two peak values is 0.18 to 0.20 for the Σ route and about 1.09 for the G route. The exact ratio is 0.20. The small scatter of the G result shows that, with the number of components used here, its failure is a reproducible loss of structure, not a random distortion by noise.

One feature of the fit limits what the G result proves. The Σ fit stopped at 20 components, but the G fit used all 25 that were allowed and still left a residual above the noise. Within that limit, 25 was also the best choice when the exact spectrum was used to select the number. The hump width therefore belongs to this fit and is not the noise limit. The sharp-cut estimate indicates what more components could achieve. With q = x − E, one truncated peak contributes

(1/π) ∫₀^T dt e^{−Γt} cos(qt) = {Γ + e^{−ΓT}[q sin(qT) − Γ cos(qT)]}/[π(Γ² + q²)].

Adding both bands with the common value T = 5.0 eV⁻¹, taken at 2.25 eV, gives about 2.0 eV⁻¹ midway and about 1.7 eV⁻¹ at either peak. Farther out, the oscillating terms leave weaker ripples that are negative in places. The estimated noise limit is thus still a single main hump. A fit without the limit of 25 agrees: the rule then stops at 29 or 30 components, the midpoint ratio is 1.12 to 1.13, and a single hump remains.

The Σ route is not free of error. Its peaks lie at 1.984 and 2.474 eV, so they are shifted by about 10 and 6 meV, and the order of their heights is reversed. The largest error in Σ within the window is 10 meV in this sample and 11 meV over all twenty. With d = 10 meV and m = 74 meV, the bound gives

d/(m − d) ≈ 10/64 ≈ 0.16,

so each G_k is in error by at most about 16% of its own magnitude. The error in Σ is of the same order as the few meV estimated above for the lost tail, and it comes mainly from truncation: noise-free data cut at 20 components leave about 10 meV, while the noise alone contributes less than 1 meV. It is small compared with the 494 meV separation, which is why the bands stay apart.

**Limits of the advantage**

First, let Σ itself be sharp. Add the resonance 0.04 eV²/(z − 2.25 eV + 0.1i eV), whose height is 0.04/0.1 = 0.4 eV. With a = 0.4 eV and η = 10⁻⁶ eV, T ≈ 3.65 eV⁻¹, and only 1 − e^{−0.365} ≈ 0.31 of the resonance should survive. The missing 0.28 eV is about 0.57 of the total |Σ| ≈ 0.48 eV at that energy. The continued Σ is in fact wrong there by 0.63 of its magnitude. Dyson's equation cannot restore structure that was lost from Σ. This limits the Σ route, but it does not mean that continuing G would do better.

Second, let the form of G be known. Each G_k in the original model has three poles, so their sum is a polynomial of degree five divided by one of degree six. With the leading coefficient of the denominator set to one, twelve coefficients remain, and twelve imaginary energies determine them. For a relative data error of 10⁻⁶ the largest relative error in G at the three energies above is 2.5, so this twelve-point interpolation is useless. For 10⁻¹² it is 7 × 10⁻⁶ with the one error pattern used. Random error patterns of the same size give between 10⁻⁶ and 3 × 10⁻⁵, which leaves the two peak values and the minimum between them intact. The amplification of the data error is not a constant: for the pattern used it is about 7 × 10⁶ between 10⁻⁸ and 10⁻¹², and 1.7 × 10⁹ at 10⁻²⁰ and 10⁻⁴⁰. The failure at 10⁻⁶ belongs to interpolation through twelve points, not to rational forms as such. A least-squares fit with four free complex poles to the 80 noisy G data used earlier reaches the noise level, places the two band poles within 4 meV, and gives the three spectral values within about 5%. In this model, where G has few poles, a rational continuation of G therefore resolves both bands at the same noise. This does not contradict the absolute error of 4 × 10⁻¹⁹ eV⁻¹ found earlier for seeing a ripple of period 0.494 eV, because the prescribed form excludes the ripples that made the general problem so severe.

The case for continuing Σ first therefore rests on three conditions: imprecise data, a continuation without a decisive prior form, and a self-energy smoother than the bands it dresses. A fit with a few poles, such as a Padé approximant, is a decisive prior form whenever G is well described by a few poles, and the merging shown here need not occur for it. Under the three conditions, continuing Σ confines the blur to a function with little fine structure to lose, and the known energies ε_k supply the rest. The numerical output below gives the remaining digits.

Computed results

```
band energies: 2.0, 2.5 eV
Sigma: g^2 = 1.0 eV^2, Omega = 6.0 eV, gamma = 3.0 eV
imaginary energies: 80 points, 0.02 to 200 eV
rms noise in Sigma data: 1.0e-06 eV
rms noise in G data: 2.74e-07 1/eV
largest noise gain |sum G_k^2|: 0.409 1/eV^2
pole 1: energy 1.9739 eV, half-width 0.0793 eV, Re Z 0.9884
pole 2: energy 2.4685 eV, half-width 0.0877 eV, Re Z 0.9903
smallest |Im Sigma|, 1.5 to 3.0 eV: 0.0743 eV
basis size 500, relative error for exact G: 2.5e-08
ripple centre 2.25 eV, s = 6: size on real axis 1.000
same ripple at i*2.25 eV: 4.035e-05
ripple recovery relative error, s = 2: 0.0060
ripple recovery relative error, s = 14: 1.0000
largest |G| on real axis: 13.07 1/eV
estimated finest visible period in G: 1.256 eV
exact peak separation: 0.494 eV, needs s = 28.6
damping exp(-pi s/2) at that s: 3.0e-20
first sample, ranks kept: Sigma 20, G 25
first sample, largest Sigma error: 10.056 meV
exact peaks: 1.974, 2.468 eV
Sigma-route peaks: 1.984, 2.474 eV
spectral function in 1/eV at 1.974, 2.220, 2.468 eV:
  exact: 4.069, 0.769, 3.707; full width of highest peak 0.166 eV
  Sigma route: 3.877, 0.743, 4.057; full width of highest peak 0.162 eV
  G route: 1.604, 1.643, 1.400; full width of highest peak 1.232 eV
  G route, best rank: 1.604, 1.643, 1.400; full width of highest peak 1.232 eV
midpoint/mean peak ratio, exact: 0.198
  20 samples, Sigma route: 0.182 to 0.199
  20 samples, G route: 1.093 to 1.094
  20 samples, G route, best rank: 1.093 to 1.094
20 samples, worst Sigma error: 11.086 meV
added Sigma resonance: energy 2.25 eV, half-width 0.10 eV, strength 0.04 eV^2
relative Sigma error at resonance: 0.634
rational G fit, relative data error 1e-6: relative G error 2.47e+00
rational G fit, relative data error 1e-12: relative G error 7.40e-06
rational G fit, relative data error 1e-20: relative G error 1.70e-11
rational G fit, relative data error 1e-40: relative G error 1.70e-31
```
